# Image correction for a neutral supercell frozen in a polaron geometry: a numerical check

```python
"""
RESULT UNDER TEST
A carrier of charge q self-traps in a periodic cell of edge L; the ions are then
frozen and the carrier removed. The neutral energy misses its isolated limit by
    correction = alpha q^2 (1/eps_inf - 1/eps_0) / (2 L),
the sum of an electrostatic share alpha q_pol^2/(2 eps_inf L), where
q_pol = -q (1 - eps_inf/eps_0), and a strain share
alpha q^2 (1 - eps_inf/eps_0)/(2 eps_0 L).
alpha: cubic Madelung constant; eps_inf, eps_0: electronic and static dielectric
constants; sigma: width of the Gaussian carrier density (standard deviation per
axis). Lengths in angstrom, energies in eV, charges in e, unless stated.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # e^2/(4 pi eps0), eV angstrom
EYE = np.eye(3)


def integer_grid(low, high):
    axis = np.arange(low, high + 1)
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


def madelung_potential(cell, eps, stretch=1.0):
    """Potential of images and background at a unit charge, in 1/length (Ewald)."""
    volume = abs(np.linalg.det(cell))
    eta = stretch * np.sqrt(np.pi * np.trace(eps) / 3) / volume ** (1 / 3)
    index = integer_grid(-6, 6)
    index = index[np.any(index != 0, axis=1)]
    G = index @ (2 * np.pi * np.linalg.inv(cell).T)
    R = index @ cell
    GeG = np.einsum("gi,ij,gj->g", G, eps, G)
    dist = np.sqrt(np.einsum("gi,ij,gj->g", R, np.linalg.inv(eps), R))
    root = np.sqrt(np.linalg.det(eps))
    return (np.sum(4 * np.pi / volume * np.exp(-GeG / (4 * eta**2)) / GeG)
            + np.sum(erfc(eta * dist) / dist) / root
            - np.pi / (volume * eta**2) - 2 * eta / (np.sqrt(np.pi) * root))


def neutral_correction(cell, eps_inf, eps_0):
    """Energy to add to the neutral frozen cell, unit carrier charge, in eV."""
    return -0.5 * COULOMB * (madelung_potential(cell, eps_inf)
                             - madelung_potential(cell, eps_0))


def frozen_cell(cell, eps_inf, eps_0, sigma):
    """Minimize over the ionic polarization vector at each G with the carrier
    present, then remove the carrier. Returns electrostatic energy, strain energy,
    and the arrays G, carrier charge, ionic charge."""
    volume = abs(np.linalg.det(cell))
    n_max = int(5.5 / sigma * np.max(np.linalg.norm(cell, axis=1)) / (2 * np.pi)) + 1
    index = integer_grid(-n_max, n_max)
    index = index[np.any(index != 0, axis=1)]
    G = index @ (2 * np.pi * np.linalg.inv(cell).T)
    carrier = np.exp(-np.sum(G**2, axis=1) * sigma**2 / 2)
    kernel = 4 * np.pi / np.einsum("gi,ij,gj->g", G, eps_inf, G)
    stiffness = np.linalg.inv((eps_0 - eps_inf) / (4 * np.pi))
    matrix = kernel[:, None, None] * G[:, :, None] * G[:, None, :] + stiffness
    force = (kernel * carrier)[:, None] * G
    pol = np.linalg.solve(matrix, force[:, :, None])[:, :, 0]
    ionic = -np.sum(G * pol, axis=1)
    electro = 0.5 * COULOMB / volume * np.sum(kernel * ionic**2)
    strain = 0.5 * COULOMB / volume * np.einsum("gi,ij,gj->", pol, stiffness, pol)
    return electro, strain, G, carrier, ionic


def frozen_isolated(eps_inf, eps_0, sigma):
    """Same two energies for one isolated polaron, by radial real-space integrals."""
    chi = (eps_0 - eps_inf) / (4 * np.pi)

    def polarization(r):
        x = r / sigma
        enclosed = erf(x / np.sqrt(2)) - np.sqrt(2 / np.pi) * x * np.exp(-x * x / 2)
        return chi * enclosed / (eps_0 * r * r)

    def electro_density(r):
        field = -4 * np.pi * polarization(r) / eps_inf
        return 4 * np.pi * r * r * eps_inf * field**2 / (8 * np.pi)

    def strain_density(r):
        return 4 * np.pi * r * r * polarization(r) ** 2 / (2 * chi)

    def integrate(f):
        inner = quad(f, 1e-6 * sigma, 10 * sigma, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
        return inner + quad(f, 10 * sigma, np.inf, epsabs=1e-12, epsrel=1e-11)[0]

    return COULOMB * integrate(electro_density), COULOMB * integrate(strain_density)


# ---------------- example input: rough values, regime of beta-gallium oxide -------
charge, edge, sigma = 1.0, 12.0, 1.0
e_inf, e_0 = 3.6, 11.0
cube = edge * EYE
alpha = -madelung_potential(EYE, EYE)
assert abs(alpha + madelung_potential(EYE, EYE, 1.3)) < 1e-10
q_pol = -charge * (1 - e_inf / e_0)
share_electro = COULOMB * alpha * q_pol**2 / (2 * e_inf * edge)
share_strain = COULOMB * alpha * charge**2 * (1 - e_inf / e_0) / (2 * e_0 * edge)
full = COULOMB * alpha * charge**2 * (1 / e_inf - 1 / e_0) / (2 * edge)
assert abs(share_electro + share_strain - full) < 1e-12

# ---------------- continuum test: periodic minimization against isolated integrals
iso_electro, iso_strain = frozen_isolated(e_inf, e_0, sigma)
isolated = iso_electro + iso_strain
size_factor = 1 - 4 * np.pi * sigma**2 / (alpha * edge**2)   # finite-size share of 1/L^3
electro, strain, G, carrier, ionic = frozen_cell(cube, e_inf * EYE, e_0 * EYE, sigma)
assert abs(iso_electro - electro - share_electro * size_factor) < 1e-6
assert abs(iso_strain - strain - share_strain * size_factor) < 1e-6
assert np.allclose(ionic, q_pol * carrier, atol=1e-10)
corner = np.full(3, edge / 2)
corner_density = np.sum(ionic * np.cos(G @ corner)) / edge**3
assert abs(corner_density * edge**3 + q_pol) < 1e-4   # Gaussian tail at the corner is tiny

table = []
for length in (12.0, 18.0, 24.0):
    parts = frozen_cell(length * EYE, e_inf * EYE, e_0 * EYE, sigma)
    raw = parts[0] + parts[1]
    table.append((length, raw, raw + full * edge / length,
                  raw + share_electro * edge / length))
for length, raw, good, partial in table:
    size_term = 2 * np.pi * COULOMB * sigma**2 * (1 / e_inf - 1 / e_0) / length**3
    assert abs(good - isolated - size_term) < 1e-6
    assert abs(good - isolated) < 0.2 * abs(partial - isolated)

# ---------------- cell shape and anisotropic dielectric tensors -------------------
angle = np.deg2rad(104.0)
mono = np.array([[12.2, 0, 0], [0, 12.0, 0],
                 [11.6 * np.cos(angle), 0, 11.6 * np.sin(angle)]])
mono *= edge / np.linalg.det(mono) ** (1 / 3)
mono_correction = neutral_correction(mono, e_inf * EYE, e_0 * EYE)
mono_parts = frozen_cell(mono, e_inf * EYE, e_0 * EYE, sigma)
size_term = 2 * np.pi * COULOMB * sigma**2 * (1 / e_inf - 1 / e_0) / edge**3
assert abs(isolated - mono_parts[0] - mono_parts[1] - mono_correction + size_term) < 1e-6

tensor_inf, tensor_0 = np.diag([3.5, 3.6, 3.7]), np.diag([10.0, 11.0, 12.0])
aniso_correction = neutral_correction(cube, tensor_inf, tensor_0)
for tensor in (tensor_inf, tensor_0):
    assert abs(madelung_potential(cube, tensor) - madelung_potential(cube, tensor, 1.3)) < 1e-10
aniso = frozen_cell(cube, tensor_inf, tensor_0, sigma)
Ga, rho = aniso[2], aniso[3]
inverse_gap = (1 / np.einsum("gi,ij,gj->g", Ga, tensor_inf, Ga)
               - 1 / np.einsum("gi,ij,gj->g", Ga, tensor_0, Ga))
difference = 2 * np.pi * COULOMB / edge**3 * np.sum(rho**2 * inverse_gap)
assert abs(aniso[0] + aniso[1] - difference) < 1e-8


# ---------------- atomistic test: simple cubic lattice of polarizable sites -------
# Lattice constant 1, carrier of charge 1 at the cube centre. Every site carries an
# electronic and an ionic dipole; their polarizabilities follow from the dielectric
# constants by the Clausius-Mossotti relation.
def lattice_sums(n):
    """Dipole field matrix T, carrier field F, breathing vector M at each k != 0."""
    eta, centre = 1.8, np.full(3, 0.5)
    k = 2 * np.pi * np.fft.fftfreq(n)
    k = np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T[1:]
    K = k[:, None, :] + 2 * np.pi * integer_grid(-3, 3)[None, :, :]
    K2 = np.sum(K**2, axis=2)
    weight = 4 * np.pi * np.exp(-K2 / (4 * eta**2)) / K2
    T = -np.matmul(np.transpose(K * weight[:, :, None], (0, 2, 1)), K)
    F = -1j * np.einsum("kg,kgi->ki", weight * np.exp(-1j * (K @ centre)), K)

    def radial(r):
        gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * r) ** 2) / r**2
        return erfc(eta * r) / r**3 + gauss, gauss

    R = integer_grid(-3, 3)
    R = R[np.any(R != 0, axis=1)].astype(float)
    r = np.linalg.norm(R, axis=1)
    B, gauss = radial(r)
    C = 3 * B / r**2 + 2 * eta**2 * gauss
    pair = C[:, None, None] * R[:, :, None] * R[:, None, :] - B[:, None, None] * EYE
    T = T + np.tensordot(np.cos(k @ R.T), pair, axes=(1, 0))
    T = T + 4 * eta**3 / (3 * np.sqrt(np.pi)) * EYE
    sites = integer_grid(-3, 4).astype(float)
    offset = sites - centre
    B = radial(np.linalg.norm(offset, axis=1))[0]
    F = F + np.exp(-1j * (k @ sites.T)) @ (B[:, None] * offset)
    near = integer_grid(0, 1).astype(float)
    unit = (near - centre) / np.linalg.norm(near - centre, axis=1)[:, None]
    M = np.exp(-1j * (k @ near.T)) @ unit
    assert np.max(np.abs(np.trace(T, axis1=1, axis2=2))) < 1e-8
    return T, F, M


def lattice_polaron(n, sums, eps_inf, eps_0, quartic):
    """Neutral energy, carrier-site potential, charged energy, core distortion.
    quartic: strength of an anharmonic energy quartic*s^4/4 of the eight nearest ions."""
    T, F, M = sums
    a_el = 1 / (4 * np.pi / (eps_inf - 1) + 4 * np.pi / 3)
    a_tot = 1 / (4 * np.pi / (eps_0 - 1) + 4 * np.pi / 3)
    a_ion = a_tot - a_el

    def apply(x):
        return np.einsum("kij,kj->ki", T, x)

    def dot(x, y):
        return np.real(np.sum(np.conj(x) * y)) / n**3

    def relax(field, push):
        total = np.linalg.solve(EYE - a_tot * T,
                                (a_tot * field + a_ion * push)[:, :, None])[:, :, 0]
        ion = a_ion * (field + apply(total) + push)
        return ion, total - ion

    ion_q, el_q = relax(F, 0 * M)
    ion_f, el_f = relax(0 * F, M)
    s_free, response = dot(M, ion_q), dot(M, ion_f)
    s = brentq(lambda x: x - s_free + response * quartic * x**3, 0, 1.01 * s_free, xtol=1e-14)
    push = -quartic * s**3
    ion, el = ion_q + push * ion_f, el_q + push * el_f

    def energy(p_ion, p_el):
        total = p_ion + p_el
        return (dot(p_ion, p_ion) / (2 * a_ion) + dot(p_el, p_el) / (2 * a_el)
                - dot(total, apply(total)) / 2 + quartic * s**4 / 4)

    charged = energy(ion, el) - dot(F, ion + el) - alpha / (2 * n)
    el_neutral = np.linalg.solve(EYE / a_el - T, apply(ion)[:, :, None])[:, :, 0]
    return energy(ion, el_neutral), -dot(F, ion + el_neutral), charged, s


# A stiff lattice and large cells keep the exponentially decaying short-range
# correlations between images far below the inverse powers of L that are fitted.
lat_inf, lat_0, quartic = 2.0, 4.0, 20.0
sizes = np.array([10, 12, 14, 16, 20])
harmonic, anharmonic = [], []
for n in sizes:
    sums = lattice_sums(int(n))
    harmonic.append(lattice_polaron(int(n), sums, lat_inf, lat_0, 0.0))
    anharmonic.append(lattice_polaron(int(n), sums, lat_inf, lat_0, quartic))
harmonic, anharmonic = np.array(harmonic), np.array(anharmonic)
design = np.array([[1, 1 / n, 1 / n**3, 1 / n**5] for n in sizes.astype(float)])
slope_h = np.linalg.lstsq(design, harmonic[:, :3], rcond=None)[0][1]
slope_a = np.linalg.lstsq(design, anharmonic[:, :3], rcond=None)[0][1]
gap = 1 / lat_inf - 1 / lat_0
predicted = np.array([-alpha * gap / 2, alpha * gap, -alpha / (2 * lat_0)])
electro_only = -alpha * (1 - lat_inf / lat_0) ** 2 / (2 * lat_inf)
assert np.allclose(slope_h, predicted, rtol=0.01), f"harmonic {slope_h}, predicted {predicted}"
assert np.allclose(slope_a, predicted, rtol=0.01), f"anharmonic {slope_a}, predicted {predicted}"
assert np.allclose(harmonic[:, 0], -harmonic[:, 1] / 2, rtol=1e-8)
core_ratio = anharmonic[-1, 3] / harmonic[-1, 3]
energy_ratio = anharmonic[-1, 0] / (-anharmonic[-1, 1] / 2)
assert core_ratio < 0.9 and abs(energy_ratio - 1) > 0.01, f"{core_ratio}, {energy_ratio}"

# ---------------- neglected effects, sized for the example ------------------------
softer = neutral_correction(cube, e_inf * EYE, 1.1 * e_0 * EYE) - full


def amplitude(x):
    return np.exp(-x * x / (4 * sigma**2)) / (2 * np.pi * sigma**2) ** 0.25


overlap = quad(lambda x: amplitude(x) * amplitude(x - edge), edge / 2 - 10 * sigma,
               edge / 2 + 10 * sigma, epsabs=0, epsrel=1e-9)[0]
device_field = 3.0                                        # MV/cm
field_drop = device_field * 1e8 * sigma * 1e-10           # eV across one sigma
temperature, phonon = 300.0, 0.06                         # K, eV
kT = sc.k * temperature / sc.e
spread = np.sqrt(isolated * phonon / np.tanh(phonon / (2 * kT)))
levels = np.arange(80)
ladder = np.diag(np.sqrt(levels[1:]), 1)
position = (ladder + ladder.T) / np.sqrt(2)
population = np.exp(-levels * phonon / kT)
population /= population.sum()
mean_square = np.sum(population * np.diag(position @ position))
assert abs(spread - np.sqrt(2 * isolated * phonon * mean_square)) < 1e-8
length_50 = full * edge / 0.05

# ---------------- printed numbers -------------------------------------------------
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"cubic Madelung constant alpha = {alpha:.6f}")
print(f"input: q = {charge:+.0f} e, L = {edge:.1f} angstrom, sigma = {sigma:.1f} angstrom")
print(f"input: eps_inf = {e_inf:.1f}, eps_0 = {e_0:.1f}")
print(f"eps_inf/eps_0 = {e_inf / e_0:.4f}")
print(f"ionic polarization charge q_pol = {q_pol:.4f} e")
print(f"ionic density at cell corner = {corner_density:.4e} e/angstrom^3")
print(f"-q_pol/L^3 = {-q_pol / edge**3:.4e} e/angstrom^3")
print(f"electrostatic share = {share_electro:.4f} eV")
print(f"strain share = {share_strain:.4f} eV")
print(f"full correction = {full:.4f} eV = {1000 * full:.1f} meV")
print(f"full / electrostatic share = {full / share_electro:.4f}")
print(f"isolated energy: electrostatic {iso_electro:.4f}, strain {iso_strain:.4f} eV")
print(f"isolated neutral energy, total = {isolated:.4f} eV")
print("L (angstrom) | raw | fully corrected | electrostatic share only (eV)")
for length, raw, good, partial in table:
    print(f"  {length:.0f} | {raw:.4f} | {good:.4f} | {partial:.4f}")
print(f"L for full correction of 0.05 eV = {length_50:.1f} angstrom = {length_50 / 10:.2f} nm")
print(f"atomistic lattice: eps_inf = {lat_inf:.1f}, eps_0 = {lat_0:.1f}")
print(f"atomistic cells: {sizes[0]} to {sizes[-1]} lattice constants per edge")
print("coefficient of 1/L (eV angstrom): harmonic | anharmonic | predicted")
for name, h, a, p in zip(("neutral energy", "e times site potential", "charged energy"),
                         slope_h, slope_a, predicted):
    print(f"  {name}: {COULOMB * h:.4f} | {COULOMB * a:.4f} | {COULOMB * p:.4f}")
print(f"  neutral, electrostatic share only: {COULOMB * electro_only:.4f} eV angstrom")
print(f"core distortion, anharmonic/harmonic = {core_ratio:.4f}")
print(f"anharmonic neutral energy / (-qV/2) = {energy_ratio:.4f}")
print("neglected effects for the example:")
print(f"  monoclinic shape (104 deg, equal volume): {mono_correction - full:+.4f} eV")
print(f"  tensors (3.5,3.6,3.7), (10,11,12): {aniso_correction - full:+.4f} eV")
print(f"  eps_0 larger by 10 percent: {softer:+.4f} eV")
print(f"  finite polaron size, 1/L^3 term: {-size_term:+.4f} eV")
print(f"  overlap of neighbouring image amplitudes: {overlap:.2e}")
print(f"  field {device_field:.0f} MV/cm, drop across sigma: {field_drop:.4f} eV")
print(f"  input: phonon energy {phonon:.3f} eV, T = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"  thermal and zero-point spread of vertical energy: {spread:.4f} eV")
print("all good")
```

Output:

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
cubic Madelung constant alpha = 2.837297
input: q = +1 e, L = 12.0 angstrom, sigma = 1.0 angstrom
input: eps_inf = 3.6, eps_0 = 11.0
eps_inf/eps_0 = 0.3273
ionic polarization charge q_pol = -0.6727 e
ionic density at cell corner = 3.8931e-04 e/angstrom^3
-q_pol/L^3 = 3.8931e-04 e/angstrom^3
electrostatic share = 0.2140 eV
strain share = 0.1041 eV
full correction = 0.3181 eV = 318.1 meV
full / electrostatic share = 1.4865
isolated energy: electrostatic 0.5106, strain 0.2484 eV
isolated neutral energy, total = 0.7591 eV
L (angstrom) | raw | fully corrected | electrostatic share only (eV)
  12 | 0.4507 | 0.7689 | 0.6647
  18 | 0.5499 | 0.7620 | 0.6926
  24 | 0.6012 | 0.7603 | 0.7082
L for full correction of 0.05 eV = 76.3 angstrom = 7.63 nm
atomistic lattice: eps_inf = 2.0, eps_0 = 4.0
atomistic cells: 10 to 20 lattice constants per edge
coefficient of 1/L (eV angstrom): harmonic | anharmonic | predicted
  neutral energy: -5.1059 | -5.1058 | -5.1070
  e times site potential: 10.2118 | 10.2116 | 10.2140
  charged energy: -5.1083 | -5.1083 | -5.1070
  neutral, electrostatic share only: -2.5535 eV angstrom
core distortion, anharmonic/harmonic = 0.6810
anharmonic neutral energy / (-qV/2) = 0.9039
neglected effects for the example:
  monoclinic shape (104 deg, equal volume): +0.0007 eV
  tensors (3.5,3.6,3.7), (10,11,12): -0.0001 eV
  eps_0 larger by 10 percent: +0.0141 eV
  finite polaron size, 1/L^3 term: -0.0098 eV
  overlap of neighbouring image amplitudes: 1.52e-08
  field 3 MV/cm, drop across sigma: 0.0300 eV
  input: phonon energy 0.060 eV, T = 300 K, kT = 0.0259 eV
  thermal and zero-point spread of vertical energy: 0.2355 eV
all good
```
